# From a 1 bar gas reference to a 1 molar reference

## Problem

Suppose that computed free energies of molecules refer to an ideal gas at pressure $p^\circ=1$ bar, while data for a solution refer to a concentration $c^\circ=1$ mol/L. The two kinds of number can be combined once both have the same reference.

Consider a species that behaves ideally: its particles do not interact with each other, and they are dilute enough for Boltzmann statistics.

**(a)** Derive the change $\Delta$ in its standard chemical potential when the reference is changed from an ideal gas at $p^\circ$ to an ideal state at $c^\circ$, at fixed temperature $T$. Show that it is $+7.96$ kJ/mol at 298 K, where "298 K" stands for 298.15 K.

**(b)** Is the change one of enthalpy or of entropy? Does the chemical potential of a given sample change?

**(c)** The species is now dissolved. Where does its interaction with the solvent enter?

**(d)** In a precursor solution for chemical solution deposition, a neutral ligand B adds to a neutral metal precursor A, $\mathrm{A+B\rightleftharpoons AB}$. Each partner is supplied at 0.10 mol/L. The reaction free energy is $-0.05$ eV on the 1 bar reference, with solvation terms for transfer at equal concentration already included. What fraction of A is bound at 298.15 K, and what would one find if the change of reference were forgotten?

In the algebra $\hbar=1$, and $k$ is Boltzmann's constant. Free energies are per particle, and in formulas $c^\circ$ means particles per volume. Numbers are in eV and Å, apart from pressures and concentrations, whose units define the references. The shift is also given in kJ/mol.

## Hints

1. Write the partition function of $N$ independent, identical particles in a volume $V$. The chemical potential is the free energy cost of adding one more at fixed $T$ and $V$.
2. Both references are the same kind of ideal state at different number densities. Find the two densities.
3. For (b), compare the energy and the product $pv$ per particle in the two states.
4. For (c), a constant free energy of coupling to the solvent multiplies the one-particle partition function by a constant factor.
5. For (d), count how many species change their reference on each side of the reaction.

## Solution

### (a) The shift

A particle of mass $m$ in a cubic box of edge $L$ has translational energies $\pi^2(n_x^2+n_y^2+n_z^2)/(2mL^2)$, with $n_x,n_y,n_z=1,2,\dots$ When the levels lie close together compared with $kT$, the sum over one quantum number becomes an integral:

$$\sum_{n=1}^{\infty}e^{-\pi^2n^2/(2mL^2kT)}\approx\int_0^\infty e^{-\pi^2n^2/(2mL^2kT)}\,dn=\frac12\sqrt{\frac{2mL^2kT}{\pi}}=\frac{L}{\lambda},\qquad \lambda=\sqrt{\frac{2\pi}{mkT}} .$$

The three directions give $V/\lambda^3$. Let $z$ be the partition function of the internal states (electronic, vibrational, rotational). It does not depend on $V$, so

$$q=\frac{zV}{\lambda^3},\qquad Q=\frac{q^N}{N!},\qquad F(N)=-kT\ln Q=-kT\left(N\ln q-\ln N!\right).$$

The factor $N!$ removes the multiple counting of identical particles. Adding one particle costs

$$\mu=F(N+1)-F(N)=-kT\left[\ln q-\ln(N+1)\right]\approx-kT\ln\frac qN=kT\ln\frac{n\lambda^3}{z},\qquad n=\frac NV ,$$

for large $N$. The density enters through $\ln n$ alone.

In the gas reference the ideal gas law $p=nkT$ gives $n=p^\circ/kT$. In the molar reference $n=c^\circ$. Hence

$$\mu^\circ_p=kT\ln\frac{p^\circ\lambda^3}{kT\,z},\qquad \mu^\circ_c=kT\ln\frac{c^\circ\lambda^3}{z},$$

and on subtraction $\lambda$ and $z$ cancel:

$$\boxed{\Delta=\mu^\circ_c-\mu^\circ_p=kT\ln\frac{c^\circ kT}{p^\circ}}$$

The shift is therefore the same for every ideal species, whatever its mass or structure.

For the numbers, compare the volume available per particle. At 298.15 K it is $kT/p^\circ=41164$ Å$^3$ in the gas reference and $1/c^\circ=1660.5$ Å$^3$ in the molar one. These are cubes of edge 34.5 Å and 11.8 Å. Their ratio is

$$\frac{c^\circ kT}{p^\circ}=\frac{41164}{1660.5}=24.79,\qquad \ln 24.79=3.210 .$$

With $kT=0.025693$ eV,

$$\Delta=0.025693\times3.2104\ \text{eV}=0.0825\ \text{eV}=7.96\ \text{kJ/mol}.$$

The second decimal depends on the conventions. At 298.00 K the result is 7.95 kJ/mol, and starting from 1 atm at 298.15 K gives 7.93 kJ/mol.

The sign is positive because the molar reference is the more crowded one: an ideal gas at 1 mol/L has a pressure of 24.79 bar. The two references coincide when $c^\circ kT=p^\circ$, which happens at 12.03 K. Below that temperature the formula changes sign, a formal limit far from any liquid solution considered here.

**A free copper atom as test particle.** Copper serves here because its mass and its electronic ground level, twofold degenerate through one unpaired electron, fix both absolute potentials. Nuclear spin and excited levels are left out, and energy is counted from the ground level of an atom at rest. Then $z=2$, and the mass of 63.546 u gives $\lambda=0.1268$ Å. At 1 mol/L

$$\frac{n\lambda^3}{z}=\frac{(0.1268)^3}{1660.5\times2}=6.1\times10^{-7},\qquad \mu^\circ_c=-0.3675\ \text{eV}.$$

The small value of $n\lambda^3/z$ justifies Boltzmann statistics. At 1 bar the formula gives $\mu^\circ_p=-0.4500$ eV, and the difference is again 0.0825 eV. Both references are hypothetical ideal states, since copper at this temperature is a solid.

The step from sum to integral can be tested by summing the box levels directly. For one million atoms at each density, the cost of adding one atom differs by 0.08249 eV, against 0.08248 eV from the formula. The last digit comes from the walls. The one-dimensional sum is closer to $L/\lambda-\tfrac12$, which raises $\mu$ by about $3kT\lambda/(2L)$. The boxes have edges of 1184 Å and 3453 Å, so this is $4\times10^{-6}$ eV in the denser gas and $1\times10^{-6}$ eV in the other.

### (b) What kind of change it is

The same shift follows from reversible isothermal compression. At fixed $T$, $d\mu=v\,dp$ with $v=kT/p$, and the pressure rises from $p^\circ$ to $c^\circ kT$:

$$\Delta=\int_{p^\circ}^{c^\circ kT}\frac{kT}{p}\,dp=kT\ln\frac{c^\circ kT}{p^\circ}.$$

During this compression the energy per particle of an ideal gas stays constant, and so does $pv=kT$. The enthalpy per particle, which is their sum, does not change. For the copper atoms the level sum gives a mean translational energy of 0.03854 eV at both densities, equal to $\tfrac32kT$. From $\mu=h-Ts$ it follows that

$$\Delta=-T\,\Delta s,\qquad \Delta s=-k\ln\frac{c^\circ kT}{p^\circ}=-3.21\,k .$$

The shift is $T$ times the entropy lost per particle when each has about 25 times less volume.

One must be careful when differentiating with respect to temperature. From the boxed formula,

$$\frac{d\Delta}{dT}=k\ln\frac{c^\circ kT}{p^\circ}+k ,$$

which exceeds $-\Delta s$ by $k$. The reason is that a gas held at fixed density gains pressure on heating. In $d\mu=-s\,dT+v\,dp$ the second term is then $v\,(c^\circ k\,dT)=k\,dT$, because $v=1/c^\circ$.

The chemical potential of a given sample does not change. For a gas at density $n$ and pressure $p=nkT$ it can be written in two ways,

$$\mu=\mu^\circ_p+kT\ln\frac p{p^\circ}=\mu^\circ_c+kT\ln\frac n{c^\circ}.$$

In the second form the standard term is larger by $\Delta$ and the logarithmic term is smaller by $\Delta$. An error arises when the standard term of one form is used with the logarithm of the other.

### (c) The solvent

Let $w$ be the free energy of coupling one solute particle to the solvent. For an ideal solute, $w$ does not depend on the solute concentration. The one-particle partition function becomes $q=zVe^{-w/kT}/\lambda^3$, and the steps of part (a) give

$$\mu_{\rm sol}(n)=kT\ln\frac{n\lambda^3}{z}+w .$$

Thus $w$ is the free energy of transfer from gas to solution at equal concentration. The standard change from a gas at 1 bar to a solution at 1 mol/L is

$$\mu^\circ_{c,\rm sol}-\mu^\circ_p=w+\Delta .$$

The 7.96 kJ/mol contains no solvation energy. If a tabulated solvation free energy already refers to transfer from 1 bar to 1 mol/L, it equals $w+\Delta$, and $\Delta$ must not be added again.

The 1 mol/L reference is itself hypothetical: it has the density of a 1 mol/L solution but the coupling $w$ of a very dilute one. Interactions between solutes at the real concentration are a separate correction, estimated in part (d).

### (d) Ligand binding in a precursor solution

Each species that changes its reference gains $\Delta$. If $\Delta\nu$ is the number of such particles on the product side of the reaction equation minus the number on the reactant side, with $2\mathrm{A}$ counted as two, then

$$\Delta G^\circ_c=\Delta G^\circ_p+\Delta\nu\,\Delta .$$

An isomerization has $\Delta\nu=0$ and is unaffected. A pure solid or liquid that keeps its own reference is not counted. For $\mathrm{A+B\rightleftharpoons AB}$, $\Delta\nu=1-2=-1$, so

$$\Delta G^\circ_c=-0.05-0.0825=-0.1325\ \text{eV}.$$

The reaction free energy falls although each single species is raised, because the two reactants are raised by $2\Delta$ and the product by $\Delta$. The equilibrium constant $K=e^{-\Delta G^\circ/kT}$ grows from 7.00 to $7.00\times24.79=173.6$.

Let $x$ be the bound fraction and $c=0.10$ mol/L the supplied concentration of each partner. Then AB has concentration $cx$, while A and B each have $c(1-x)$. The law of mass action reads

$$K_c=\frac{cx/c^\circ}{[c(1-x)/c^\circ]^2}\quad\Rightarrow\quad a(1-x)^2=x,\qquad a=\frac{K_c\,c}{c^\circ}.$$

This is $ax^2-(2a+1)x+a=0$, with discriminant $(2a+1)^2-4a^2=4a+1$. The root between 0 and 1 is

$$x=\frac{2a+1-\sqrt{4a+1}}{2a}.$$

With $a=17.36$ this gives $x=0.787$. Had the 1 bar constant been used with molar concentrations, $a=0.700$ would have given $x=0.322$. The omission turns a mostly bound precursor into a mostly free one.

**A count that does not use $c^\circ$.** Place $N$ particles of A and $N$ of B in a volume $V$. The statistical weight of having $m$ complexes is

$$W(m)\propto\frac{1}{[(N-m)!]^2\,m!}\left(\frac{q_{AB}}{q_Aq_B}\right)^m .$$

Each standard potential on the 1 bar reference is $-kT\ln[q_i\,kT/(p^\circ V)]$. Taking AB minus A minus B gives

$$\Delta G^\circ_p=-kT\ln\frac{q_{AB}\,p^\circ V}{q_Aq_B\,kT}\quad\Rightarrow\quad\frac{q_{AB}}{q_Aq_B}=\frac{kT}{p^\circ V}\,e^{-\Delta G^\circ_p/kT}.$$

The volume follows from the supplied density, and no reference concentration appears. The mean of $m/N$, summed over all $m$ for $N=20000$, is 0.7871. This agrees with the corrected result and excludes the other.

**How far the ideal model can be trusted here.** The solutes do interact. To first order in density, the excess free energy is $kT\,B_2N_{\rm tot}^2/V$, where $N_{\rm tot}$ counts all solute particles and $B_2$ is the second virial coefficient for the solvent-averaged forces between solutes, taken equal for all pairs. Differentiation with respect to $N_{\rm tot}$ gives an excess potential $\mu_{\rm ex}=2kTB_2n_{\rm tot}$. Here $n_{\rm tot}$ corresponds to $0.10\,(2-0.787)=0.121$ mol/L. Binding removes two particles and creates one, so the reaction free energy changes by $-\mu_{\rm ex}$.

- A hard core of diameter 6 Å has $B_2=452$ Å$^3$ and $\mu_{\rm ex}=+0.0017$ eV. Crowding favours binding, and $x$ becomes 0.793.
- Adding an attractive well of depth 0.025 eV out to 9 Å gives $B_2=-1316$ Å$^3$ and $\mu_{\rm ex}=-0.0049$ eV. Attraction stabilizes the larger number of separate particles, and $x$ becomes 0.768.

Both corrections are small beside $\Delta=0.0825$ eV. An error in the supplied reaction free energy matters more: lowering or raising it by 0.05 eV gives $x=0.913$ or $x=0.535$.

**Relation to real solutions.** A concentration of a few tenths of a mole per litre, or somewhat less, is a rough typical value for precursor solutions in chemical solution deposition. The free energy of $-0.05$ eV is a round value for a weakly held ligand and belongs to no particular compound; strongly bound ligands lie far below it. Real solutions depart from ideality. For the two model potentials above at 0.10 mol/L this moves the bound fraction by about 0.02 or less, but the correction grows quickly with concentration, solute size and well depth. The same core and well lower $x$ by about 0.04 at 0.3 mol/L and 0.05 at 0.5 mol/L. At 0.10 mol/L a well of 0.04 eV lowers it by about 0.06, and an 8 Å core with the 0.025 eV well reaching to 12 Å lowers it by about 0.05. The estimate does not cover ions, whose forces have long range, or precursors that form larger clusters. Nor does it cover a solvent that competes for the binding site, unless that competition is already in the supplied free energy.

## Variation 1: dissolving a gas

*A gas has coupling $w=-0.10$ eV to a solvent. What concentration dissolves at 298.15 K under a partial pressure of 0.01 bar?*

At equilibrium the chemical potentials in gas and solution are equal:

$$\mu^\circ_p+kT\ln\frac p{p^\circ}=\mu^\circ_p+w+\Delta+kT\ln\frac c{c^\circ}\quad\Rightarrow\quad\frac{c/c^\circ}{p/p^\circ}=e^{-(w+\Delta)/kT}.$$

Here $w+\Delta=-0.10+0.0825=-0.0175$ eV, and the ratio is 1.98. At 0.01 bar the solution therefore holds 0.020 mol/L.

Summing over all distributions of 2000 molecules between a gas volume and a liquid volume 50 times smaller gives the same ratio, 1.977.

The attraction to the solvent makes the solution about 49 times denser in this species than the gas, since $e^{-w/kT}\approx49$. Most of this factor disappears from the ratio of standard units, because 1 mol/L is already 24.79 times denser than a gas at 1 bar. Extrapolated to 1 bar, the law would give about 2 mol/L, where the solute can no longer be assumed dilute.

## Variation 2: the precursor solution at 350 K

*The reaction of part (d) has an enthalpy of $-0.50$ eV on the 1 bar reference. Find the bound fraction at 350 K. Hold the supplied concentrations, the reaction enthalpy and the reaction entropy on that reference fixed.*

The entropy follows from the data at 298.15 K:

$$\Delta S^\circ_p=\frac{-0.50-(-0.05)}{298.15}\ \text{eV/K}=-1.509\times10^{-3}\ \text{eV/K}.$$

At 350 K the free energy on the 1 bar reference is

$$\Delta G^\circ_p=-0.50+350\times1.5093\times10^{-3}=+0.0283\ \text{eV}.$$

The shift must be evaluated at the new temperature. It is 0.1017 eV, which is 0.019 eV more than at 298.15 K. Hence

$$\Delta G^\circ_c=0.0283-0.1017=-0.0734\ \text{eV},$$

and the formula of part (d) gives $x=0.404$. Warming releases about half of the ligand that was bound at 298.15 K.

The reaction free energy is positive on one reference and negative on the other, yet both describe the same solution. Its sign alone does not say whether the ligand is mostly bound. Setting $x=\tfrac12$ in $a(1-x)^2=x$ gives $a=2$, so half of A is bound when $K_c\,c/c^\circ=2$, a condition that involves the actual concentration.

## Numbers as computed

```
temperature T = 298.15 K
thermal energy kT = 0.025693 eV
volume per particle at 1 bar = 41164.0 angstrom^3
volume per particle at 1 mol/L = 1660.5 angstrom^3
cube edge per particle at 1 bar = 34.53 angstrom
cube edge per particle at 1 mol/L = 11.84 angstrom
density ratio c0 kT/p0 = 24.7896
logarithm of density ratio = 3.21042
shift = 0.08248 eV
shift = 7.959 kJ/mol
shift at 298.00 K = 7.953 kJ/mol
shift from 1 atm at 298.15 K = 7.926 kJ/mol
shift by quadrature of v dp = 0.08248 eV
temperature where shift is zero = 12.03 K
Cu mass = 63.546 u; degeneracy g = 2
Cu thermal wavelength = 0.1268 angstrom
Cu potential at 1 bar, formula = -0.44996 eV
Cu potential at 1 mol/L, formula = -0.36747 eV
Cu potential at 1 bar, level sum = -0.44995 eV
Cu potential at 1 mol/L, level sum = -0.36747 eV
Cu shift from level sums = 0.08249 eV
Cu mean energy at 1 bar, level sum = 0.03854 eV
Cu mean energy at 1 mol/L, level sum = 0.03854 eV
Cu degeneracy measure at 1 mol/L = 6.14e-07
solvent coupling w (chosen) = -0.10 eV
1 bar gas to 1 mol/L solution, w + shift = -0.01752 eV
transfer constant (c/c0)/(p/p0), formula = 1.9773
transfer constant, explicit sum = 1.9773
concentration of each partner (chosen) = 0.10 mol/L
reaction free energy, 1 bar (chosen) = -0.05 eV
reaction free energy, 1 mol/L = -0.13248 eV
K on 1 bar reference = 7.001
K on 1 mol/L reference = 173.56
bound fraction, corrected = 0.7870
bound fraction, correction omitted = 0.3219
bound fraction, canonical sum = 0.7871
core diameter = 6.0 angstrom; well depth = 0.025 eV
well outer radius = 9.0 angstrom
B2, core only = 452.4 angstrom^3
B2, core and well = -1316.1 angstrom^3
excess potential, core only = 0.00170 eV
excess potential, core and well = -0.00494 eV
bound fraction, core only = 0.7932
bound fraction, core and well = 0.7684
bound fraction, dG lower by 0.05 eV = 0.9133
bound fraction, dG higher by 0.05 eV = 0.5353
reaction enthalpy (chosen) = -0.50 eV
reaction entropy, 1 bar = -1.5093 meV/K
shift at 350 K = 0.10166 eV
reaction free energy at 350 K, 1 bar = 0.02826 eV
reaction free energy at 350 K, 1 mol/L = -0.07341 eV
bound fraction at 350 K = 0.4044
```
